Dyson-orbital photocurrent and the determinant overlap behind its pole strength

For 1s photoemission from a free beryllium atom at a photon energy of 500 eV, a Hartree–Fock calculation in a basis of 16 s-type Gaussians gives 0.0630 Mb if the bound orbital in the dipole integral is the unchanged 1s orbital of the neutral atom, the photoelectron wave being computed in the field of the relaxed ion. With the relaxed ion as the final state, and the same photoelectron wave, the main line has 0.0492 Mb. The ratio is 0.7806. The pole strength of that line is 0.7837, close to the ratio but not equal to it. The strength is the squared norm of the Dyson orbital; the small remaining difference comes from its shape.

**1. Conventions and cross section**

Atomic units are used unless a unit is given; α is the fine-structure constant and x stands for position and spin. The initial state |0⟩ has N electrons and energy E₀. An ion state |f⟩ has N−1 electrons and energy E_f. Both are normalised. The field operator ψ(x) removes an electron at x, and a_p = ∫dx φ_p*(x)ψ(x) removes one from the orthonormal orbital φ_p.

The light is weak, linearly polarised along z and treated in the dipole approximation. For the field 𝓔 cos ωt, the coupling to electrons of charge −1 is 𝓔 D cos ωt, with

D = Σ_pq d_pq a_p†a_q,  d = z.

The absorbing half of the cosine has amplitude 𝓔/2. Fermi's golden rule gives the rate into a final state F:

w = 2π(𝓔²/4)|⟨F|D|0⟩|² δ(E_F − E₀ − ω).

The light intensity is 𝓔²/(8πα), so the photon flux is 𝓔²/(8παω). Dividing the rate by the flux gives

σ_F = 4π²αω |⟨F|D|0⟩|² δ(E_F − E₀ − ω).

For continuum states normalised per unit energy, integration over energy removes the delta function. What remains is 4π²αω times the squared matrix element, summed over the open photoelectron channels.

**2. The sudden final state**

The sudden approximation takes

|F⟩ = a_k†|f⟩,  E_F = E_f + ε_k.

The photoelectron moves in an orbital k and exchanges no further energy with the ion. A static ion potential may shape k, but the photoelectron cannot excite the ion on its way out. Slow photoelectrons and strongly coupled channels can violate this assumption. The product state also needs a_k|f⟩ = 0, so that k is not already occupied in the ion and the state has the normalisation of k.

The amplitude is ⟨f|a_k D|0⟩. To move a_k to the right, use a_k a_p† = δ_kp − a_p†a_k and a_k a_q = −a_q a_k:

a_k a_p†a_q = δ_kp a_q − a_p†a_k a_q = δ_kp a_q + a_p†a_q a_k.

Multiplying by d_pq and summing gives

a_k D = Σ_q d_kq a_q + D a_k.

Define the Dyson orbital by

g_f(x) = ⟨f|ψ(x)|0⟩
 = √N ∫dx₂…dx_N Ψ_f*(x₂,…,x_N) Ψ₀(x,x₂,…,x_N).

Then ⟨f|a_q|0⟩ = ∫dx φ_q*(x)g_f(x) = ⟨q|g_f⟩. Completeness of the orbitals q turns Σ_q d_kq⟨q|g_f⟩ into ⟨k|d|g_f⟩, so

⟨f|a_k D|0⟩ = ⟨k|d|g_f⟩ + ⟨f|D a_k|0⟩.

In the first term the photon acts on the electron that leaves. In the second, called the conjugate term, the photon acts on the remaining electrons, while the departing electron enters k through its overlap with the initial state. If k is orthogonal to every orbital occupied in |0⟩, then a_k|0⟩ = 0 and the second term vanishes. For a correlated state, "occupied" means every natural orbital with nonzero occupation. Under this condition the current in channel f is

J_f ∝ |⟨k|d|g_f⟩|² δ(ω + E₀ − E_f − ε_k).

The condition also gives ⟨k|g_f⟩ = ⟨f|a_k|0⟩ = 0, so moving the origin of z does not change the amplitude. A bare plane wave generally lacks this orthogonality. With such a wave, the conjugate term must be kept or the wave orthogonalised; the latter changes the model of the photoelectron.

**3. Pole strength**

The removal part of the one-electron Green's function is

G(x,x′;z) = ⟨0|ψ†(x′)(z − E₀ + H)⁻¹ψ(x)|0⟩,

where z is now a complex energy. Inserting the complete set of (N−1)-electron eigenstates gives

G(x,x′;z) = Σ_f g_f(x)g_f*(x′)/(z − E₀ + E_f).

The pole at z = E₀ − E_f has residue g_f(x)g_f*(x′). If several ion states share that energy, their residues add. Setting x′ = x and integrating gives the pole strength

F_f = ∫dx |g_f(x)|².

With the normalised orbital ĝ_f = g_f/√F_f, the current separates into

J_f ∝ F_f |⟨k|d|ĝ_f⟩|² δ(ω + E₀ − E_f − ε_k).

F_f lies between 0 and 1. To see the upper limit, let â remove an electron from ĝ_f. Then ⟨f|â|0⟩ = ⟨ĝ_f|g_f⟩ = √F_f. This overlap cannot exceed the norm of â|0⟩, whose square is the occupation of one spin orbital and hence at most 1.

Summed over a complete set of ion states, the strengths obey

Σ_f F_f = ∫dx ⟨0|ψ†(x)ψ(x)|0⟩ = N.

Relaxation therefore redistributes strength among ion states. It does not destroy it.

**4. The Dyson orbital of two determinants**

Let |0⟩ be a determinant of orthonormal orbitals φ₁,…,φ_N, and |f⟩ one of orthonormal orbitals χ₁,…,χ_{N−1}. The two sets come from separate self-consistent calculations and are not mutually orthogonal. Write

|0⟩ = b₁†b₂†…b_N†|vac⟩,  |f⟩ = c₁†…c_{N−1}†|vac⟩,
S_ji = ⟨χ_j|φ_i⟩.

S has N−1 rows and N columns. From ψ(x)b_i† = φ_i(x) − b_i†ψ(x), each creation operator that ψ passes contributes a minus sign, and ψ|vac⟩ = 0. Hence

ψ(x)|0⟩ = Σ_i (−1)^(i−1) φ_i(x)|0^(i)⟩,

where |0^(i)⟩ lacks φ_i and keeps the order of the others. The same anticommutation, applied to all operators in ⟨f|0^(i)⟩, pairs each χ_j with one remaining φ_m in every possible way, with the sign of the permutation. That sum is a determinant:

g(x) = Σ_i C_i φ_i(x),
C_i = (−1)^(i−1) det S^(i),

where S^(i) is S without column i. Since the φ_i are orthonormal,

F = Σ_i |det S^(i)|².

Each term is the squared overlap of the ion determinant with the initial determinant from which one canonical orbital has been struck out. A simple estimate for a core hole keeps only the term in which the core orbital is removed. In general that term is a lower bound to F. It equals F when the other minors vanish, for example when the core orbital is the sole occupied orbital of its symmetry and spin and both determinants respect the symmetry. Removing an orbital of another class then leaves unequal numbers of initial and ion orbitals in some class, and the minor is zero.

**5. Which electrons are passive**

A single squared overlap gives all of F if the passive orbitals are chosen correctly. Assume F > 0. Since g is a combination of the φ_i, the occupied orbitals can be rotated by a unitary matrix U,

φ′_m = Σ_i φ_i U_im,  φ′₁ = g/√F,

with φ′₂,…,φ′_N spanning the rest of the occupied space. Expanding the rotated product of creation operators, terms with a repeated orbital vanish and the rest carry permutation signs. Therefore

|0′⟩ = b′₁†…b′_N†|vac⟩ = (det U)|0⟩,  |det U| = 1.

The Dyson orbital formed with |0′⟩ is thus (det U)g = (det U)√F φ′₁. The expansion of section 4, applied to the rotated orbitals, gives the same function as Σ_m C′_m φ′_m. Comparing coefficients,

C′₁ = (det U)√F,  C′_m = 0 for m > 1.

But C′₁ is the overlap of |f⟩ with the determinant of φ′₂,…,φ′_N. Calling that determinant |passive⟩,

F = |⟨f|passive⟩|².

This is the precise content of the statement that the pole strength is a squared overlap of passive-electron determinants. It holds for two single determinants, with passive orbitals spanning the part of the initial occupied space orthogonal to g. If F = 0, g has no direction and the line has no direct intensity.

A second property gives a compact way to compute F. Let c_j remove an electron from χ_j. Then

⟨χ_j|g⟩ = ⟨f|c_j|0⟩ = 0,

because c_j†|f⟩ would put a second electron into an occupied spin orbital. The Dyson orbital is orthogonal to every occupied orbital of the ion. In terms of the coefficients,

Σ_i S_ji C_i = 0 for every j.

In the rotated basis the first column of S′ = SU is therefore zero. Let P be the remaining square matrix, which contains the passive overlaps. Since UU† = 1,

det(SS†) = det(S′S′†) = det(PP†) = |det P|² = F.

If F = 0, all the minors of S vanish, its rows are linearly dependent, and det(SS†) is zero as well. The formula F = det(SS†) thus covers both cases.

For correlated wave functions, g is a coherent sum over pairs of determinants, weighted by their configuration coefficients. Its norm is still the pole strength, but it contains cross terms and is not in general one squared determinant overlap.

**6. Implementation**

1. Converge the initial state and the core-hole ion. Express both sets of orbitals in one basis with overlap matrix s, and form S = X†sY, where the columns of X and Y hold the occupied ion and initial coefficients.
2. Compute F as the product of the squared singular values of S. This equals det(SS†).
3. For F > 0, take the normalised vector v with Sv = 0. Then g = √F Σ_i v_i φ_i up to a phase. For one isolated channel the phase is irrelevant. To combine several determinants coherently, use the signed minors, which fix it.
4. Evaluate ⟨k|d|g⟩ with a photoelectron orbital orthogonal to the occupied initial orbitals. Otherwise add the conjugate term, which for determinants is

⟨f|D a_k|0⟩ = Σ_i (−1)^(i−1) ⟨k|φ_i⟩⟨f|D|0^(i)⟩.

This follows by multiplying the expansion of ψ(x)|0⟩ by k*(x) and integrating.

With collinear spins, S splits into blocks. If a β electron leaves, the α block A is square and the β block B has one more column than rows, so

F = |det A|² det(BB†).

The first factor is the response of the electrons of opposite spin, the second that of the remaining electrons of equal spin.

**7. Reduction for an s shell**

Write a bound s orbital as P(r)Y₀₀/r and the photoelectron as u(r)Y₁₀/r. Because z = r cos θ, the angular integral is

∫dΩ Y₁₀ cos θ Y₀₀ = (√3/4π)∫dΩ cos²θ = 1/√3.

The volume element r²dr cancels the two factors 1/r, which leaves

⟨k|z|g⟩ = R/√3,  R = ∫₀^∞ dr u(r) r P_g(r).

For n equivalent spin channels,

σ = n(4π²αω/3)R².

A closed s shell has n = 2. For initial and ion determinants made of s orbitals, the p wave is orthogonal to all occupied orbitals by symmetry, so the conjugate term is zero.

The outgoing wave satisfies

u″ = [2/r² + 2(V(r) − ε)]u.

Its normalisation follows from the asymptotic form u → 𝒜 sin(kr + phase), with ε = k²/2. Two such waves have overlap 𝒜²(π/2)δ(k − k′), and δ(k − k′) = kδ(ε − ε′). Unit normalisation in energy requires

𝒜 = √(2/(πk)).

The slowly varying logarithmic Coulomb phase does not change this amplitude.

**8. Beryllium 1s at 500 eV**

The neutral atom, 1s²2s², is treated by restricted Hartree–Fock. The ion, 1s2s², is treated by unrestricted Hartree–Fock with the lowest β orbital held empty during self-consistency. Both use 16 s-type Gaussians with exponents 0.03 × 2.2ⁿ bohr⁻², n = 0,…,15. Functions of higher angular momentum are not needed, since all occupied orbitals are s orbitals. Primes denote ion orbitals.

The total energies are −14.57289 hartree for the atom and −10.04464 hartree for the ion. Their difference is

4.52825 hartree = 123.22 eV.

Removing a 1s electron without changing any orbital costs 128.78 eV, so relaxation lowers the binding energy by 5.56 eV. The photoelectron energy is

ε = 500.00 − 123.22 = 376.78 eV = 13.846 hartree.

Let the β electron leave. The α overlaps are

⟨1s′|1s⟩ = 0.996435,  ⟨1s′|2s⟩ = 0.035247,
⟨2s′|1s⟩ = −0.052792,  ⟨2s′|2s⟩ = 0.927848,

and their determinant is

det A = 0.996435 × 0.927848 + 0.035247 × 0.052792 = 0.926401.

The remaining β electron has ⟨2s′|1s⟩ = 0.007513 and ⟨2s′|2s⟩ = 0.955540. With columns ordered 1sα, 2sα, 1sβ, 2sβ, the signed minors give

C_1s = +0.926401 × 0.955540 = 0.885213,
C_2s = −0.926401 × 0.007513 = −0.006960.

The α coefficients vanish because only one α column would remain for two α rows. The pole strength is

F = 0.885213² + 0.006960² = 0.78365.

Striking out the canonical 1s orbital gives 0.78360, lower by 0.00005. The two factors of section 6 are 0.8582 from the α electrons and 0.9131 from the β electron. In this calculation the α pair therefore causes the larger reduction. Most of it comes from the change of 2s, whose α overlap is 0.928 while that of 1s is 0.996. The imbalance between the two factors is a feature of the unrestricted ion, whose α and β 2s orbitals differ: a spin-restricted open-shell ion in the same basis gives nearly equal factors, 0.886 and 0.889.

The missing strength can be located by using all the ion's orbitals, occupied and empty, to build determinants with two α electrons and one β electron. Their strengths for β removal add up to 2, the number of β electrons in the atom. Those with the β 1s′ orbital empty carry 1.0001 in total, of which 0.7837 belongs to the main line and 0.2165 to the others. These others represent shake processes, but they are not eigenstates of the ion, so the figure is not a satellite spectrum. The α factors |det A|² sum to 1 over all orbital pairs, so the determinants with β 1s′ filled carry the squared projection of that orbital on the occupied β space of the atom, and those with it empty carry 2 minus this projection. The total slightly exceeds 1 because the β 1s′ orbital does not lie wholly inside that space.

For the dipole integrals, V(r) is the nuclear attraction plus the electrostatic repulsion of the relaxed ion's density. The radial equation was integrated by an adaptive Runge–Kutta method from 10⁻⁴ to 30 bohr, where the amplitude was matched to the energy-normalised form. The integrals over r were done by Simpson's rule. With both neutral orbitals chosen positive at the nucleus,

R_1s = 0.0252561,  R_2s = 0.0061133,
R = 0.885213 × 0.0252561 − 0.006960 × 0.0061133 = 0.0223145.

With ω = 18.3747 hartree and two spin channels,

σ = 2(4π²αω/3)R² = 0.001757 bohr² = 0.0492 Mb.

The frozen 1s orbital gives 0.0630 Mb with the same wave and photon energy. The ratio is

σ/σ_frozen = (C_1s + C_2s R_2s/R_1s)²
 = (0.885213 − 0.006960 × 0.24205)² = 0.7806.

This accounts for the difference from F. The 2s admixture enters the norm as its square and adds only 0.00005. In the intensity it also enters through the cross term

2C_1s C_2s R_2s/R_1s = −0.0030,

which is linear in the admixture and here destructive. Multiplying the frozen cross section by F gives 0.0494 Mb, 0.4% above the Dyson-orbital value. A nearly perfect canonical estimate of the pole strength thus does not guarantee an equally good estimate of the current.

**9. What the number leaves out**

The length form used above can be compared with a velocity form. If k and g were eigenfunctions of one Hamiltonian h = p²/2 + V with local V, and their energies differed by ω, then [z,h] = ∂/∂z would give

−ω⟨k|z|g⟩ = ⟨k|∂/∂z|g⟩,
R = −(1/ω)∫₀^∞ dr u(P_g′ − P_g/r).

Here these premises fail. The bound orbitals belong to the neutral atom and feel nonlocal exchange, while the photoelectron moves in the local potential of the relaxed ion, and its energy is set by the relaxed binding energy rather than by the 1s orbital energy. Exchange is the smaller cause: for the frozen 1s orbital with a wave computed in the potential of the frozen ion at the frozen binding energy, the two forms agree within 1%, and the length value drops from 0.0630 Mb to 0.0596 Mb. The velocity form gives 0.0473 Mb, 4% below the length value. This measures an inconsistency of the model and is not an error bar. The ratio to the frozen result is less sensitive, 0.7811 in velocity form against 0.7806 in length form.

The ion determinant has ⟨S²⟩ = 0.758 instead of the doublet value 0.75, so it is not a pure spin state. A spin-restricted open-shell ion in the same basis gives a binding energy of 123.3 eV, F = 0.788 and, with the same photoelectron wave, a ratio of 0.784. The cross term stays destructive (−0.0034), but the third digit of F and of the ratio depends on this choice. The calculation also omits electron correlation, relativity, exchange between photoelectron and ion, Auger decay and coupling between photoemission channels. The last digit of the absolute cross sections also depends on the Gaussian basis: larger bases for the same model give length values of 0.0493–0.0494 Mb and 0.0632–0.0633 Mb, about 0.3% higher, and a velocity value of 0.0472 Mb. R_2s and R_2s/R_1s rise by up to 1% and the total energies fall by about 0.0001 hartree, while the binding energy 123.22 eV, F = 0.78365 and the ratio 0.7806 do not change. The cross section is a result of this model and basis, not a prediction of experiment to the digits shown.
